# Estimating a precursor's vaporisation enthalpy from its boiling point

**Question.** A liquid precursor boils at 450 K under 1 atm, and its molecules do not associate in the liquid or in the vapour. How large is its molar enthalpy of vaporisation, how does this scale with the boiling temperature, and how far can the estimate be trusted when it is used to predict the vapour pressure in a bubbler at 350 K?

**Answer.** Let \(\Delta X=X_g-X_l\) denote the molar value of a quantity in the vapour minus that in the liquid. At the boiling temperature \(T_b\), under the pressure \(p_0=1\) atm \(=760\) Torr, the two phases coexist, so their chemical potentials are equal. For a pure substance the chemical potential is the molar Gibbs energy, \(G=H-TS\). Hence

\[
0=\Delta G=\Delta H_b-T_b\,\Delta S_b
\quad\Longrightarrow\quad
\Delta H_b=T_b\,\Delta S_b .
\]

This is a condition of equilibrium and contains no model of the liquid. The empirical input is Trouton's rule: for nonassociated liquids \(\Delta S_b\) is roughly 88 J/mol/K. Then

\[
\Delta H_b\approx(450\ \text{K})(88\ \text{J/mol/K})
=39.6\ \text{kJ/mol},
\]

or 0.410 eV per molecule. At fixed \(\Delta S_b\) the enthalpy is proportional to the boiling temperature, and an error of 10 K in \(T_b\) changes it by 0.88 kJ/mol. An entropy uncertain by 5 J/mol/K, a spread chosen here for illustration, changes it by 2.25 kJ/mol, about 6%. "Near 40 kJ/mol" is therefore a fair statement of the result.

**Why the entropy varies so little**

Suppose that vaporisation mainly enlarges the volume in which a molecule can move. At a given temperature, the number of positions available to its centre of mass is proportional to that volume. If the kinetic and internal contributions are the same in both phases, they cancel in the difference, leaving

\[
\Delta S_b=R\ln\frac{V_g}{V_f},\qquad V_g=\frac{RT_b}{p_0}.
\]

Here \(V_g\) is the molar volume of an ideal vapour and \(V_f\) is an effective free volume per mole of liquid. At 450 K, \(V_g=36926\) cm³/mol. Trouton's entropy then corresponds to

\[
V_f=V_g\,e^{-\Delta S_b/R}=0.935\ \text{cm}^3/\text{mol}.
\]

This is not a measured cavity size: any entropy difference that the model leaves out is absorbed into \(V_f\). The useful point is the logarithm. Doubling \(V_f\) lowers \(\Delta S_b\) by \(R\ln2=5.76\) J/mol/K, which is less than 7% of Trouton's value.

The picture also gives a second scaling law. If \(V_f\), rather than \(\Delta S_b\), is held fixed as \(T_b\) changes,

\[
\Delta H_b=RT_b\ln\frac{RT_b}{p_0V_f},
\qquad
\frac{d\Delta H_b}{dT_b}
=R\ln\frac{RT_b}{p_0V_f}+R=\Delta S_b+R .
\]

The extra \(R\) comes from differentiating the logarithm: a liquid that boils hotter releases its molecules into a larger vapour volume. For \(V_f=1\) cm³/mol the entropy at 450 K is 87.44 J/mol/K and the enthalpy is 39.35 kJ/mol, close to the first estimate. The local power of \(T_b\) is \(1+R/\Delta S_b\approx1.10\), so in this picture the growth is slightly faster than linear. The exponent depends on what is held fixed: the Peng–Robinson fluids introduced below give a power of exactly 1 at fixed \(\omega\) and \(p_c\), because \(T_b/T_c\) is then fixed, and 1.17 to 1.19 at fixed \(\omega\) and \(b\).

**How much molecular type matters**

An equation of state can show how the entropy varies between fluids that boil at the same temperature. The one used here does not assume Trouton's rule, but it is not free of vapour-pressure information: its parameter \(\omega\) is defined from the vapour pressure, whose slope is tied to the entropy of vaporisation. The Peng–Robinson equation of state is

\[
p=\frac{RT}{V-b}-\frac{a(T)}{V^2+2bV-b^2},
\]

with \(b=0.07780\,RT_c/p_c\) and

\[
a(T)=0.45724\,\frac{R^2T_c^2}{p_c}
\left[1+k\left(1-\sqrt{T/T_c}\right)\right]^2,
\]
\[
k=0.37464+1.54226\,\omega-0.26992\,\omega^2 .
\]

Here \(T_c\) and \(p_c\) are the critical temperature and pressure. The acentric factor \(\omega\) describes how steeply the vapour pressure falls below the critical point. For three chosen pairs \((\omega,p_c)\), \(T_c\) was adjusted until the fluid boiled at 450 K under 1 atm, with coexistence found from equal fugacities, which is equivalent to equal chemical potentials.

The entropy follows from the Maxwell relation \((\partial S/\partial V)_T=(\partial p/\partial T)_V\). Since \(dU=T\,dS-p\,dV\), the energy follows as well:

\[
\Delta S=\int_{V_l}^{V_g}\left(\frac{\partial p}{\partial T}\right)_V dV,
\]
\[
\Delta H=\int_{V_l}^{V_g}
\left[T\left(\frac{\partial p}{\partial T}\right)_V-p\right]dV
+p_{\rm sat}(V_g-V_l).
\]

The last term is \(\Delta(pV)\) at the common saturation pressure \(p_{\rm sat}\). At 450 K the results are:

| Fluid | \(\omega\) | \(p_c\) (bar) | \(T_c\) (K) | \(\Delta S_b\) (J/mol/K) | \(\Delta H_b\) (kJ/mol) |
|---|---:|---:|---:|---:|---:|
| compact | 0.3 | 30 | 667 | 84.6 | 38.1 |
| medium | 0.4 | 25 | 642 | 87.1 | 39.2 |
| flexible | 0.6 | 20 | 609 | 92.8 | 41.8 |

The names are labels for the parameter sets; no molecular shape enters the equation. Relative to these model enthalpies, Trouton's estimate is 4.1% high, 1.1% high and 5.2% low. The entropies differ by about 8 J/mol/K. Converted with the free-volume formula, they correspond to \(V_f\) from 1.41 down to 0.53 cm³/mol, a factor of about 2.7. Since these volumes are computed from the entropies, this shows the size of the logarithmic compression but does not test the free-volume picture. Within the equation itself, the volume term \(R\ln[(V_g-b)/(V_l-b)]\) supplies only 53 to 56 J/mol/K and falls slightly from the compact to the flexible fluid. The rise of the total comes from the temperature dependence of \(a(T)\), which contributes 28 to 40 J/mol/K. The three fluids illustrate a plausible spread; they do not bound the error for real liquids.

**Why association spoils the estimate**

Let each liquid molecule have an unbonded state of weight 1 and a bonded state with binding energy \(\varepsilon\) per mole and relative weight \(w\). The vapour is taken to be unbonded. Define

\[
K=w\,e^{\varepsilon/RT},\qquad x=\frac{K}{1+K},
\]

where \(x\) is the bonded fraction. The extra partition-function factor \(1+K\) lowers the liquid's chemical potential by \(RT\ln(1+K)\). With the unbonded values \(\Delta H_0=39.6\) kJ/mol and \(\Delta S_0=88\) J/mol/K held constant,

\[
\Delta G=\Delta H_0-T\Delta S_0+RT\ln(1+K).
\]

Because \(dK/dT=-K\varepsilon/(RT^2)\), the derivative of \(\ln(1+K)\) is \(-x\varepsilon/(RT^2)\). Therefore

\[
\Delta S=-\frac{d\Delta G}{dT}
=\Delta S_0+\frac{x\varepsilon}{T}-R\ln(1+K),
\]
\[
\Delta H=\Delta G+T\Delta S=\Delta H_0+x\varepsilon .
\]

To see the sign of the entropy change, use \(\varepsilon/T=R\ln K-R\ln w\), \(\ln K=\ln x-\ln(1-x)\) and \(\ln(1+K)=-\ln(1-x)\). This gives

\[
\Delta S-\Delta S_0
=R\left[-x\ln w+x\ln x+(1-x)\ln(1-x)\right].
\]

The first term is the entropy recovered when restrictive bonds are broken. The other two are negative: they account for the loss of the liquid's freedom to mix bonded and unbonded states. The entropy of vaporisation rises if the first term wins, which requires \(w<1\). How far below 1 depends on the binding: for \(\varepsilon=20\) kJ/mol the threshold is \(w\approx0.87\), while for \(\varepsilon=5\) kJ/mol a weight of 0.3 still lowers the entropy slightly, to 87.4 J/mol/K.

For \(\varepsilon=20\) kJ/mol and \(w=0.02\), the model liquid boils at 507 K with \(x=0.697\). Its enthalpy is \(39.6+0.697\times20=53.5\) kJ/mol and its entropy is 105.6 J/mol/K. Trouton's rule applied at the new boiling point gives 44.6 kJ/mol, about 17% too low. With the same binding energy but \(w=1\), the liquid boils at 679 K and its entropy is 86.9 J/mol/K. Binding raises the boiling point in both cases, but the large excess entropy appears in the case where bonding restricts the molecule. These numbers depend on holding \(\Delta H_0\) and \(\Delta S_0\) constant above 450 K. If the unbonded reference is given a heat-capacity difference of \(-60\) J/mol/K, of the size found below, the \(w=0.02\) liquid boils at 509 K with an entropy of 98.0 J/mol/K, and Trouton's rule is 10% low rather than 17%. The \(w=1\) case lies above the critical temperatures of all three model fluids and serves only to show the sign of the bonding term.

**From enthalpy to bubbler pressure**

Along the coexistence curve the chemical potentials change equally, so \(-S_l\,dT+V_l\,dp=-S_g\,dT+V_g\,dp\). Rearranging and using \(\Delta S=\Delta H/T\),

\[
\frac{dp}{dT}=\frac{\Delta H}{T\Delta V},
\qquad
\frac{d\ln p}{dT}=\frac{\Delta H}{RT^2\Delta Z},
\qquad
\Delta Z=\frac{p\Delta V}{RT}.
\]

For an ideal vapour and negligible liquid volume, \(\Delta Z=1\). If \(\Delta H\) is also constant, integration from \(T_b\) to \(T\) gives

\[
\ln\frac{p}{p_0}
=-\frac{\Delta H_b}{R}\left(\frac1T-\frac1{T_b}\right)
=-\frac{\Delta S_b}{R}\left(\frac{T_b}{T}-1\right).
\]

Thus, at fixed \(\Delta S_b\), the pressure depends on the ratio \(T_b/T\). At 350 K,

\[
\ln\frac{p}{p_0}
=-\frac{88}{8.314}\left(\frac{450}{350}-1\right)=-3.02,
\qquad p=36.9\ \text{Torr}.
\]

Entropies of 83 and 93 J/mol/K would give 43.9 and 31.1 Torr. A 6% uncertainty in enthalpy has become one of 16 to 19% in pressure. The enthalpy is a factor in an exponent whose magnitude here is about 3, so its small relative errors are amplified about threefold. Closer to the boiling point the exponent is smaller and the amplification is weaker. With the enthalpy held at its boiling value, the local temperature sensitivity, \(\Delta H_b/(RT^2)\), is 3.89% per kelvin. The Peng–Robinson fluids, whose enthalpy is larger at 350 K, give 4.2 to 4.9% per kelvin.

The enthalpy is not constant, however. Let \(\Delta C=d\Delta H/dT\) be its slope along the coexistence curve, treated as constant, so that \(\Delta H(T)=\Delta H_b+\Delta C(T-T_b)\). For an ideal vapour and negligible liquid volume, the change of pressure along the curve does not affect the enthalpies, and \(\Delta C\) is the vapour's molar heat capacity at constant pressure minus the liquid's. Then

\[
\ln\frac{p}{p_0}
=\int_{T_b}^{T}\left[
\frac{\Delta H_b-\Delta C\,T_b}{RT'^2}+\frac{\Delta C}{RT'}
\right]dT'
\]
\[
=-\frac{\Delta H_b-\Delta C\,T_b}{R}
\left(\frac1T-\frac1{T_b}\right)
+\frac{\Delta C}{R}\ln\frac{T}{T_b}.
\]

Subtracting the constant-enthalpy result and writing \(u=T_b/T\), the correction to \(\ln p\) is

\[
\delta\ln p=\frac{\Delta C}{R}\,(u-1-\ln u).
\]

The bracket is nonnegative and grows as \((u-1)^2/2\) near boiling. A negative \(\Delta C\) therefore lowers the predicted pressure, at first quadratically in the distance from \(T_b\). The medium fluid has a mean slope \(\Delta C=-60.1\) J/mol/K between 350 and 450 K. With this value,

\[
\delta\ln p=\frac{-60.1}{8.314}(0.2857-0.2513)\approx-0.25,
\]

and the Trouton pressure falls by 22%, to 28.8 Torr.

The full Peng–Robinson pressures at 350 K are 31.8, 27.7 and 20.5 Torr for the compact, medium and flexible fluids. Relative to them, the simple estimate of 36.9 Torr is high by about 16%, 33% and 80%. These pressures are specific to the equation of state. The Ambrose–Walton and Lee–Kesler vapour-pressure correlations, with the same \(\omega\), \(p_c\) and boiling point, give values 3 to 8% lower. Also, \(\omega=0.6\) lies beyond the usual range of the fit for \(k\), and the version for large \(\omega\) gives 20.2 Torr. For the medium fluid, its own boiling enthalpy held constant gives 38.2 Torr, and a linear enthalpy gives 29.8 Torr. The further drop to 27.7 Torr combines the departure of \(\Delta Z\) from 1, which is 5.3% at boiling, with the curvature of \(\Delta H(T)\). In this example the changing enthalpy is the larger correction.

**A real precursor**

Tetraethoxysilane, a source of silicon dioxide films, boils at very roughly 440 K, close to the boiling temperature of the example. Trouton's rule would give it about 39 kJ/mol at boiling. The model fluids were not fitted to this compound, and their pressures are not predictions for it. A working bubbler can also break the assumption that the liquid surface is at the set temperature, since evaporation cools it. A surface 5 K too cold would lower the saturation pressure by about a fifth: 18% with the constant boiling enthalpy, and 19 to 22% for the three model fluids. If a precursor decomposes before it boils, \(T_b\) must be extrapolated from lower pressures, and the error of that extrapolation enters the enthalpy in proportion. It enters the pressure much more strongly: at fixed \(\Delta S_b\), boiling points of 440 and 460 K give 50.0 and 27.3 Torr at 350 K instead of 36.9 Torr.

For heating the bubbler, the enthalpy at 350 K is the relevant one: the three fluids give 43.0 to 49.9 kJ/mol, above the 39.6 kJ/mol estimated at boiling. The numerical output below lists the values for each fluid.

## Numbers as computed

```
Boiling temperature: 450 K
Trouton entropy: 88 J/mol/K
Trouton enthalpy: 39.60 kJ/mol
Trouton enthalpy: 0.410 eV per molecule
Chosen entropy spread: +/- 5 J/mol/K
Enthalpy spread: +/- 2.25 kJ/mol
Ideal vapour volume at boiling: 36926 cm3/mol
Effective free volume for Trouton entropy: 0.935 cm3/mol
Entropy change on doubling free volume: -5.76 J/mol/K
Entropy for free volume 1 cm3/mol: 87.44 J/mol/K
Enthalpy for free volume 1 cm3/mol: 39.35 kJ/mol
Bubbler temperature: 350 K
Bubbler pressure, constant enthalpy: 36.9 Torr
Same, entropy 83 J/mol/K: 43.9 Torr
Same, entropy 93 J/mol/K: 31.1 Torr
Pressure sensitivity at bubbler: 3.89 % per K
compact: acentric factor 0.3, pc 30 bar, Tc 667.4 K
compact: S 84.57 J/mol/K, H at boiling 38.06 kJ/mol
compact: Trouton error in H +4.1 %
compact: effective free volume 1.41 cm3/mol
compact: H at bubbler 43.04 kJ/mol, mean dC -49.8 J/mol/K
compact: 1 - (Z difference) at boiling 4.71 %
compact: bubbler p, own constant H 41.6 Torr
compact: bubbler p, own linear H 33.8 Torr
compact: bubbler p, full model 31.8 Torr
medium: acentric factor 0.4, pc 25 bar, Tc 641.8 K
medium: S 87.05 J/mol/K, H at boiling 39.17 kJ/mol
medium: Trouton error in H +1.1 %
medium: effective free volume 1.05 cm3/mol
medium: H at bubbler 45.18 kJ/mol, mean dC -60.1 J/mol/K
medium: 1 - (Z difference) at boiling 5.33 %
medium: bubbler p, own constant H 38.2 Torr
medium: bubbler p, own linear H 29.8 Torr
medium: bubbler p, full model 27.7 Torr
flexible: acentric factor 0.6, pc 20 bar, Tc 608.5 K
flexible: S 92.80 J/mol/K, H at boiling 41.76 kJ/mol
flexible: Trouton error in H -5.2 %
flexible: effective free volume 0.53 cm3/mol
flexible: H at bubbler 49.86 kJ/mol, mean dC -81.1 J/mol/K
flexible: 1 - (Z difference) at boiling 6.18 %
flexible: bubbler p, own constant H 31.3 Torr
flexible: bubbler p, own linear H 22.4 Torr
flexible: bubbler p, full model 20.5 Torr
Trouton p corrected with medium dC: 28.8 Torr
Change due to dC: -22.0 %
Association model: binding 20 kJ/mol, weight 0.02
Associated liquid: boils at 507.1 K, bonded part 0.697
Associated liquid: entropy 105.6 J/mol/K
Associated liquid: true H 53.5 kJ/mol
Associated liquid: Trouton H 44.6 kJ/mol
Control, weight 1: boils at 679.1 K, entropy 86.9 J/mol/K
```
